# Shear Strain and the Merging of Silicon's Delta Minima at X

Anyone computing the electron mobility or the conduction-band edge of silicon under stress along [110] has to decide how to treat the valleys on the z axis. The cheap choice keeps each valley as a parabola of fixed position and mass and lets strain only raise or lower it. The alternative recomputes the dispersion at each strain. For the valley's position, energy and longitudinal mass, one ratio measures the effect of shear: $\eta$, the shear coupling divided by half the gap between the two lowest conduction bands at the minimum. The theorem below and its corollary give these three quantities as functions of $\eta$. Temperature and the transverse masses also bear on the choice and are treated at the end.

## Setting and conventions

Silicon has lattice constant $a$, with atoms at the points of a face-centred cubic lattice and at those points shifted by $a(1,1,1)/4$. Spin-orbit coupling is left out. The wave vector lies on the z axis, $k_x=k_y=0$, and

$$k=k_z-K,\qquad K=2\pi/a,$$

is measured from the X point. The strain $\varepsilon=\varepsilon_{xy}$ is the tensor component, half the engineering shear angle. No electric charge enters the algebra, so the formulas read the same in Gaussian and other units.

The unstrained minimum lies at distance $k_0$ from X and has longitudinal mass $m_l$. Let

$$E_0=\frac{\hbar^2k_0^2}{m_l},\qquad \Delta=2E_0,\qquad \eta=\frac{D\varepsilon}{E_0}=\frac{2D\varepsilon}{\Delta},$$

where $D$ is the shear deformation potential defined in Lemma 3. Lemma 2 shows that $\Delta$ is the gap between the two bands at the minimum.

**Theorem.** Suppose that near X the two lowest conduction bands are described by

$$H=\frac{\hbar^2k^2}{2m_l}+\frac{\hbar^2k_0k}{m_l}\,\sigma_z+D\varepsilon\,\sigma_x, \tag{1}$$

with energies measured from the mean of the two levels at X. Then:

1. For $|\eta|<1$ the lower band has two minima, at $k=\pm k_0\sqrt{1-\eta^2}$. Their energy lies below the unstrained minimum by $\Delta\eta^2/4=(D\varepsilon)^2/\Delta$.
2. At $|\eta|=1$, that is $|\varepsilon|=\Delta/(2|D|)$, they merge at X.
3. For $|\eta|>1$ there is one minimum, at X, and the total lowering is $\Delta(2|\eta|-1)/4$.

Three lemmas derive the form (1) from the crystal symmetry and state what is truncated.

## Why two bands cross at X

**Lemma 1.** Without strain, each nondegenerate band $E_+$ on the axis has a partner $E_-$ with $E_+(K+k)=E_-(K-k)$. The two are degenerate at X.

*Proof.* The glide operation

$$g:\ (x,y,z)\to\left(-x+\tfrac a4,\;y+\tfrac a4,\;z+\tfrac a4\right)$$

maps the crystal onto itself: it sends the atom at the origin to $a(1,1,1)/4$, and that atom to the lattice point $a(0,1,1)/2$. Applied twice, it restores $x$ and shifts $y$ and $z$ by $a/2$. Acting on functions by $(g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$, it therefore gives, for a Bloch state on the axis,

$$g^2\psi=e^{-ik_za/2}\psi .$$

The eigenvalues of $g$ are the square roots, $s\,e^{-ik_za/4}$ with $s=\pm1$. This sign labels the bands.

Two facts relate the labels. First, $4\pi/a$ along z is a reciprocal lattice vector, so a state at $k_z$ may equally be assigned to $k_z+4\pi/a$. Its eigenvalue of $g$ is unchanged, but the factor $e^{-ik_za/4}$ acquires $e^{-i\pi}=-1$. The label must flip:

$$E_s(k_z)=E_{-s}(k_z+4\pi/a).$$

Second, the complex conjugate of a state has the same energy and wave vector $-k_z$. Its eigenvalue is $s\,e^{+ik_za/4}=s\,e^{-i(-k_z)a/4}$, so the label stays: $E_s(k_z)=E_s(-k_z)$. Using the second fact and then the first,

$$E_+(K+k)=E_+(-K-k)=E_-(-K-k+2K)=E_-(K-k).$$

Setting $k=0$ gives the degeneracy. ∎

**Lemma 2.** To second order in $k$, the two bands are the diagonal elements of (1) at $\varepsilon=0$, and their separation at the minimum is $\Delta$.

*Proof.* Split $E_+(K+k)$ into an even part and an odd part in $k$. By Lemma 1, $E_-(K+k)=E_+(K-k)$ has the same even part and the opposite odd part. With the energy at X set to zero, the lowest terms are

$$E_\pm=\frac{\hbar^2k^2}{2m_l}\pm vk .$$

The derivative of $E_+$ vanishes where $\hbar^2k/m_l+v=0$. Choose the labels so that this minimum is at $k=-k_0$, on the side of the zone centre. Then $v=\hbar^2k_0/m_l$, as in (1). The minimum energy is

$$\frac{\hbar^2k_0^2}{2m_l}-\frac{\hbar^2k_0^2}{m_l}=-\frac{E_0}{2},$$

and the separation there is $2vk_0=2E_0=\Delta$. ∎

The second minimum, at $k=+k_0$, belongs to $E_-$ and lies beyond X. Subtracting $2K$ takes its wave vector $K+k_0$ to $-(K-k_0)$, which is the valley on the negative z axis. The minima that approach each other are thus the two familiar z valleys, seen around a common X point.

## What strain couples

**Lemma 3.** To first order in strain, $\varepsilon_{xy}$ couples the two bands and does not shift either one. The components $\varepsilon_{yz}$ and $\varepsilon_{xz}$ do neither. Diagonal strain leaves the degeneracy at X.

*Proof.* Use coordinates that follow the deformed lattice. The strained Hamiltonian then has the unstrained periodicity, and its first-order change is $\sum_{ij}\varepsilon_{ij}V_{ij}$. This includes the displacement of the two sublattices against each other that strain induces. Under a crystal operation, $V_{ij}$ transforms as the product $x_ix_j$.

The glide reverses $x$, so $gV_{xy}g^{-1}=-V_{xy}$. Write $\lambda=e^{-ik_za/4}$, with $|\lambda|=1$. Since $g$ is unitary,

$$\langle s|V_{xy}|s'\rangle=\langle gs|\,gV_{xy}g^{-1}|gs'\rangle=(s\lambda)^*(s'\lambda)(-1)\langle s|V_{xy}|s'\rangle=-ss'\langle s|V_{xy}|s'\rangle .$$

For $s=s'$ the element equals its own negative and vanishes. For $s'=-s$ the condition is empty, and coupling is allowed.

For $\varepsilon_{yz}$ use the twofold rotation about z through an atom, $(x,y,z)\to(-x,-y,z)$. It contains no translation, so its eigenvalue $c=\pm1$ is unaffected by adding a reciprocal lattice vector or by complex conjugation. These are the steps that relate the partners in Lemma 1, so both have the same $c$. The rotation reverses $V_{yz}$ and $V_{xz}$. Each matrix element within the pair, diagonal or off-diagonal, then equals $c^2(-1)=-1$ times itself and vanishes.

Diagonal strain is even under the glide. The glide therefore survives, and the argument of Lemma 1 again gives a degenerate pair at X. ∎

Define $D$ by $|\langle+|V|-\rangle|=|D|$ at X, where $V$ is the total change per unit $\varepsilon_{xy}$ (the $xy$ and $yx$ terms together). A phase factor in this element can be absorbed into one basis state, which leaves $D\varepsilon\,\sigma_x$. Model (1) uses the value at X for all relevant $k$ and drops second-order strain terms from other bands.

Symmetry permits $D$ but does not fix its size. A plane-wave calculation, described below, gives a splitting at X of 336 meV for $\varepsilon_{xy}=1\,\%$. For 1 % of $\varepsilon_{yz}$, and for a diagonal strain of similar size, it gives splittings below $10^{-12}$ eV, which is rounding error.

## Proof of the theorem

The matrix (1) is a multiple of the identity plus $A\sigma_z+B\sigma_x$, with $A=\hbar^2k_0k/m_l$ and $B=D\varepsilon$. The square of $A\sigma_z+B\sigma_x$ is $A^2+B^2$, because $\sigma_z\sigma_x+\sigma_x\sigma_z=0$. Its trace is zero, so its eigenvalues are $\pm\sqrt{A^2+B^2}$. With $q=k/k_0$,

$$\frac{\hbar^2k^2}{2m_l}=E_0\frac{q^2}{2},\qquad A=E_0q,\qquad B=E_0\eta,$$

and the lower band is

$$\frac{E}{E_0}=f(q)=\frac{q^2}{2}-\sqrt{q^2+\eta^2}. \tag{2}$$

Let $s=\sqrt{q^2+\eta^2}$ from here on. It can take any value $s\ge|\eta|$, with equality at $q=0$. Substituting $q^2=s^2-\eta^2$ and completing the square,

$$f=\frac{s^2-\eta^2}{2}-s=\frac{(s-1)^2}{2}-\frac12-\frac{\eta^2}{2}. \tag{3}$$

The strain has left the parabola in $s$ unchanged in shape. It lowers the parabola as a whole and restricts the allowed range of $s$.

If $|\eta|\le1$, the value $s=1$ is allowed and minimizes (3). It corresponds to $q^2=1-\eta^2$, and

$$f_{\min}=-\frac12-\frac{\eta^2}{2}.$$

The unstrained value is $-1/2$. The lowering is $E_0\eta^2/2=\Delta\eta^2/4$. Inserting $\eta=2D\varepsilon/\Delta$ gives $(D\varepsilon)^2/\Delta$. At $|\eta|=1$ both positions reach $q=0$.

If $|\eta|>1$, the value $s=1$ is out of reach. On the allowed range (3) increases with $s$, so the minimum is at the end point $s=|\eta|$, or $q=0$. There $f=-|\eta|$, and the lowering is

$$E_0\left(|\eta|-\frac12\right)=\frac{\Delta}{4}\left(2|\eta|-1\right).\qquad∎$$

At $|\eta|=1$ both expressions for the lowering equal $E_0/2$, and both have the derivative $E_0$ with respect to $|\eta|$. The band edge passes smoothly from the quadratic law to the linear one; only its second derivative jumps.

## Barrier, mass and the quartic band

**Corollary.** For $|\eta|<1$ the barrier at X above the minima is $E_0(1-|\eta|)^2/2$. The longitudinal mass at the minimum is

$$m(\eta)=\frac{m_l}{1-\eta^2}\quad(|\eta|<1),\qquad m(\eta)=\frac{m_l}{1-1/|\eta|}\quad(|\eta|>1).$$

*Proof.* At X, $s=|\eta|$. The first term of (3) is then the barrier in units of $E_0$.

For the mass, differentiate (2):

$$f'=q-\frac qs,\qquad f''=1-\frac1s+\frac{q^2}{s^3}=1-\frac{s^2-q^2}{s^3}=1-\frac{\eta^2}{s^3}.$$

Since $d^2E/dk^2=(E_0/k_0^2)f''=(\hbar^2/m_l)f''$, the mass is $m_l/f''$. Put $s=1$ before merging and $s=|\eta|$ after it. ∎

At $|\eta|=1$ the quadratic term vanishes and the mass diverges. Expanding $\sqrt{1+q^2}=1+q^2/2-q^4/8+\dots$ in (2) gives

$$f=-1+\frac{q^4}{8}+\dots$$

The band bottom is quartic, and an effective mass does not describe it.

**Remark: two limits.** For small $\eta$, $\sqrt{1-\eta^2}\approx1-\eta^2/2$, so the displacement towards X is also quadratic in strain. Close to merging, $1-\eta^2=(1-|\eta|)(1+|\eta|)\approx2(1-|\eta|)$. The distance from X then falls as $k_0\sqrt{2(1-|\eta|)}$, with a slope that grows without bound.

**Remark: why the quadratic law persists.** Second-order perturbation theory at the fixed point $k_0$ gives a lowering $(D\varepsilon)^2/\Delta$: coupling squared over gap. The complete energy at that fixed point is

$$f(1)=\frac12-\sqrt{1+\eta^2}=-\frac12-\frac{\eta^2}{2}+\frac{\eta^4}{8}-\dots$$

It lies above the true minimum by $\eta^4/8$ to this order. The movement of the minimum recovers that energy, so within model (1) the quadratic law holds up to merging. The sign of $\varepsilon$ does not matter for position, energy or longitudinal mass.

## Silicon under tensile stress along [110]

The example takes these model inputs, chosen to resemble silicon, with $m$ the free-electron mass: $a=0.543$ nm, $k_0=0.15\,(2\pi/a)=1.736\ \mathrm{nm^{-1}}$, $m_l=0.92\,m$ and $D=14$ eV. They give $E_0=249.5$ meV and $\Delta=499$ meV.

A tensile stress $\sigma$ along [110] has the component $\sigma_{xy}=\sigma/2$. Hooke's law for a cubic crystal, $\sigma_{xy}=2C_{44}\varepsilon_{xy}$, gives $\varepsilon_{xy}=\sigma/(4C_{44})$. With a rough $C_{44}=80$ GPa, a strain of 0.5 % needs $\sigma=4\times80\times0.005=1.6$ GPa.

The coupling is $D\varepsilon=14\ \mathrm{eV}\times0.005=70$ meV, so

$$\eta=\frac{70.0}{249.5}=0.281,\qquad \frac{k_{\min}}{k_0}=\sqrt{1-0.281^2}=0.960 .$$

The minimum moves by $0.070\ \mathrm{nm^{-1}}$ towards X. The lowering is

$$\frac{(70.0\ \mathrm{meV})^2}{499\ \mathrm{meV}}=9.8\ \mathrm{meV}=1.57\times10^{-14}\ \mathrm{erg}.$$

The longitudinal mass rises from $0.92\,m$ to $1.00\,m$. The barrier at X falls from 125 to 65 meV.

With the same parameters held fixed, larger strains give:

| $\varepsilon_{xy}$ (%) | $\eta$ | $k_{\min}$ (nm⁻¹) | lowering (meV) | mass$/m$ | barrier (meV) |
|---|---|---|---|---|---|
| 1.0 | 0.56 | 1.44 | 39 | 1.34 | 24 |
| 1.5 | 0.84 | 0.94 | 88 | 3.2 | 3 |
| 2.5 | 1.40 | 0 | 225 | 3.2 | 0 |

Merging occurs at $\varepsilon_{xy}=1.78\,\%$. The similar masses in the last two rows belong to opposite sides of the divergence. At 2.5 % the quadratic formula, wrongly continued, would give $(350\ \mathrm{meV})^2/(499\ \mathrm{meV})\approx245$ meV instead of 225 meV. The band edge alone is thus a weak indicator of merging; the mass and the position show it clearly.

## How well two bands suffice

An independent calculation used a local empirical pseudopotential with 92 plane waves. Its form factors were $-0.21$, $0.04$ and $0.08$ Ry at $|\mathbf G|^2=3$, 8 and 11 in units of $(2\pi/a)^2$, joined by a parabola to follow the strained lattice. The sublattice displacement was included with the rough parameter 0.53. This is itself a model: it omits self-consistency, nonlocal potentials and spin-orbit coupling. Enlarging the basis to 222 plane waves raises $\Delta$ from 523 to 527 meV, raises the merging strains and lowerings quoted below by under 1 %, and leaves $D$ unchanged; 388 waves change nothing further. The strain inputs matter more. The parabola is taken in $|\mathbf G|^2$; taking it in $|\mathbf G|$ gives $D=15.0$ eV and merging at 1.59 %, and changing the displacement parameter by $\pm0.1$ changes $D$ by $\pm0.8$ eV. The displacement gives the shells at $|\mathbf G|^2=4$ and 12 a nonzero structure factor. The first is included and the second is left out; including it lowers $D$ by 4 % and gives merging at 1.47 %. In all these cases the bands merge 8 to 10 % below the two-band prediction.

Its unstrained bands give $k_0=0.146\,(2\pi/a)$ and $\Delta=523$ meV. The splitting at X under small shear gives $D=16.8$ eV. With these values the theorem predicts merging at $0.523/(2\times16.8)=1.56\,\%$. The plane-wave bands merge at 1.42 %, which is 9 % below the prediction.

At half the predicted merging strain, $k_{\min}/k_0$ is 0.844 in the plane-wave bands and 0.866 in the two-band formula. The lowering, measured from the mean of the X doublet, is 31.7 meV against 32.7 meV. Doubling the strain up to this point multiplies the lowering by 4.06, where the quadratic law requires 4. The two-band form therefore works well up to this strain once its parameters are known; at $\varepsilon_{xy}=0.5\,\%$ the longitudinal mass grows by a factor 1.120 against 1.115 from the corollary. Nearer merging the earlier merging point shows: the barrier at 1 % is 13 meV against 17 meV, and the mass factor at 1.25 % is 3.9 against 2.8. Beyond merging the lowering stays within 3 meV of the theorem (292 against 289 meV at 2.5 %), but the longitudinal mass is lighter than the corollary gives: the factor is 2.9 against 4.5 at 2 % and 1.9 against 2.65 at 2.5 %. The mean of the X doublet, from which the lowering is measured, has itself risen by 12 meV at 2.5 %.

The parameters matter more. Changing $D=14$ eV by 20 % either way moves the merging strain of the example between 1.5 and 2.2 %.

## What changes in a device

By linear elasticity and with $k_0$, $\Delta$ and $D$ held fixed, merging in the example would need a stress of 5.7 GPa, where linear elasticity is itself doubtful. A stress along [110] also does not produce pure shear. With the model inputs $C_{11}=166$ and $C_{12}=64$ GPa, the stress of 1.6 GPa also produces $\varepsilon_{xx}=\varepsilon_{yy}=0.443\,\%$ and $\varepsilon_{zz}=-0.341\,\%$. For a rough valley deformation potential $\Xi_u=9$ eV, the z valleys move relative to the x valleys by

$$\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})=9\ \mathrm{eV}\times(-0.00784)=-71\ \mathrm{meV}.$$

This is seven times the shear lowering and has the same sign. It must be added when valley populations are computed. The diagonal strain also changes the parameters of (1). In the plane-wave bands it raises $k_0$ by 2 % and $\Delta$ by 5 to 6 % at 1.6 GPa. Carried along in proportion to the stress, it moves merging from $\varepsilon_{xy}=1.42\,\%$ to between 1.70 and 1.77 %, depending on whether the form factors are scaled with the cell volume. The figure of 5.7 GPa is therefore likely too low.

Temperature is the next concern. At 300 K, $k_BT=25.9$ meV, where $k_B$ is Boltzmann's constant. The barrier at 0.5 % strain is $2.5\,k_BT$, so the region around X is not empty. For motion along the axis alone, the thermal counterpart of the lowering is $k_BT\ln[Z(\varepsilon)/Z(0)]$, with $Z=\int e^{-E/k_BT}dk$ over the lower band on the axis. It is 11.5 meV, against 9.8 meV for the minimum itself. In the parabolic approximation $Z$ is proportional to the square root of the mass, which supplies $\tfrac12k_BT\ln[1/(1-\eta^2)]=1.1$ meV of the difference. The remaining 0.6 meV comes from the nonparabolic shape of the band. This $Z$ leaves out the transverse motion. Integrating over all three directions, with the off-axis coupling described below fitted to the plane-wave transverse masses, adds about 1 meV, for a total near 12.4 meV. About half of the addition comes from the larger product of the transverse masses and the rest from the nonparabolic shape off the axis. These averages use Boltzmann statistics and apply to nondegenerate electrons. At 1 % strain the barrier is already below $k_BT$. Two separate parabolic valleys then still give $Z$ within 4 % on the axis and 12 % in three dimensions, but they misdescribe motion along z. The thermally averaged mass $\hbar^2k_BT/\langle(\partial E/\partial k_z)^2\rangle$ of the three-dimensional two-band dispersion is $2.2\,m$, against $1.34\,m$ at the minimum.

The transverse masses respond sooner than the longitudinal one. Off the axis, the product $k_xk_y$ has the same symmetry as $\varepsilon_{xy}$, so the coupling becomes $D\varepsilon+\beta k_xk_y$ with some constant $\beta$. Expanding the lower band to first order in $\beta$ at the minimum, where the square root equals $E_0$, adds

$$-\frac{D\varepsilon\,\beta k_xk_y}{E_0}=-\eta\beta k_xk_y .$$

For $|\eta|<1$ this changes the inverse masses along [110] and $[1\bar10]$ by opposite amounts linear in $\eta$. Beyond merging the square root equals $|\eta|E_0$ and the change saturates; the plane-wave masses then stay near $0.11\,m$ and $1.15\,m$, both positive, so X is a minimum in all three directions. For $\varepsilon_{xy}=0.5\,\%$ without diagonal strain, the plane-wave bands give $0.153\,m$ along [110] and $0.247\,m$ along $[1\bar10]$, compared with $0.187\,m$ unstrained. These curvatures use a finite step of $0.02\,(2\pi/a)$; a step of $0.006\,(2\pi/a)$ lowers them to $0.151\,m$, $0.243\,m$ and $0.185\,m$ and leaves the fall of 18 % along [110] unchanged. The shift of the X doublet's mean caused by remote bands and second-order strain terms is 0.5 meV, small against the lowering of 9.8 meV.

These numbers guide the opening choice for the example in bulk silicon. At 0.5 % pure shear, a valley of fixed position and longitudinal mass is in error by 4 % in distance from X and 8 % in the mass at the minimum, each relative to the strained value. The diagonal strain partly offsets both: in the plane-wave bands it reduces the shift from 6 % to between 3 and 4 % and the mass factor from 1.12 to 1.10. The thermally averaged longitudinal mass at 300 K is more sensitive and rises by 30 % in the two-band dispersion. That may be acceptable for a band-edge estimate, provided the lowering is added. A mobility calculation along [110] cannot keep the transverse mass fixed, since it falls by 16 to 18 %: 18 % in the plane-wave bands under pure shear, where $\eta=0.32$, 16 to 17 % when scaled to $\eta=0.28$, and 16 to 17 % in the plane-wave bands once the diagonal strain is included. These are curvatures at the minimum; the thermally averaged mass along [110] at 300 K falls by about 23 % in the two-band dispersion. In bulk silicon at room temperature, from about 1 % shear, and earlier for transport along z, the two-band dispersion should replace the parabola: (2) on the axis, extended off it by the transverse kinetic term and the coupling $D\varepsilon+\beta k_xk_y$. With constant $\beta$ this form follows the change of the thermally averaged plane-wave masses along [110] and z to about 5 %, but it underestimates the mass along $[1\bar10]$: the thermal average grows by a factor 1.93 against 2.38 at $\eta=0.56$, and beyond merging the curvature mass is about $0.66\,m$ against $1.15\,m$. Confinement along z lowers this threshold in films thinner than about 3.5 nm. For model (1) between hard walls at 0.5 % shear, the two lowest levels lie 74 and 132 meV above the band minimum in a 2 nm (001) film and 34 and 49 meV in a 3 nm film, where two parabolic valleys give a degenerate pair at 94 or 42 meV. The splitting oscillates with thickness: it nearly vanishes near 3.75 nm, and at 4, 4.5, 5, 6 and 8 nm both levels lie within 2 meV of the parabolic pair. These walls are infinite, and valley coupling by the interface itself is left out. The numerical output lists the main values of the example.

## Calculated quantities

```
TWO-BAND MODEL, ROUGH SILICON PARAMETERS
lattice constant = 0.543 nm; ml = 0.92 m; D = 14.0 eV
k0 = 0.15 (2 pi/a) = 1.7357 nm^-1
E0 = 0.2495 eV; gap at k0 = 0.4990 eV
unstrained barrier at X = 124.8 meV
merging strain eps_xy = 1.782 %
[110] stress at merging, linear elasticity = 5.70 GPa
merging strain for D 20% larger = 1.49 %
merging strain for D 20% smaller = 2.23 %
strain %, eta, k_min nm^-1, lowering meV, mass/m, barrier meV
  0.5  0.2805  1.6660  9.82  0.999  64.58
  1.0  0.5611  1.4367  39.28  1.343  24.04
  1.5  0.8416  0.9374  88.37  3.154  3.13
  2.5  1.4027  0.0000  225.24  3.205  0.00
MAIN CASE
eps_xy = 0.50 %; coupling D*eps = 70.0 meV
eta = 0.2805; k_min/k0 = 0.9598
shift towards X = 0.0697 nm^-1
lowering = 9.82 meV = 1.573e-14 erg
NEGLECTED EFFECTS IN THE MAIN CASE
rough C11, C12, C44 = 166, 64, 80 GPa
rough Xi_u = 9.0 eV; [110] tensile stress = 1.60 GPa
diagonal strain xx = 0.443 %, zz = -0.341 %
z valley minus x valley, diagonal strain = -70.6 meV
temperature = 300 K; kT = 25.85 meV
barrier/kT = 2.50
free-energy lowering of z valleys = 11.47 meV
remote-band shift of X doublet = 0.47 meV
transverse mass, no strain = 0.1872 m
mass along [110], strained = 0.1527 m
mass along [1-10], strained = 0.2474 m
PLANE-WAVE PSEUDOPOTENTIAL CHECK
plane waves = 92; form factors = [-0.21, 0.04, 0.08] Ry
internal displacement parameter = 0.53
X splitting, no strain = 1.4e-13 eV
X splitting, eps_yz 1% = 2.5e-14 eV
X splitting, diagonal strain = 2.3e-14 eV
X splitting, eps_xy 1% = 335.7 meV
k0 = 0.1458 (2 pi/a); gap at k0 = 0.5231 eV
D from X splitting = 16.79 eV
merging strain: two-band prediction = 1.558 %
merging strain: plane waves = 1.416 %
k_min/k0 at half predicted merging strain = 0.8444
two-band value of that ratio = 0.8660
lowering there: plane waves = 31.74 meV
lowering there: two-band = 32.69 meV
lowering ratio on doubling strain = 4.061
```
